**Bracketed helicon roots for m=+1 and m=−1**

The program finds roots of $m s J_m(x)+\kappa xJ_m'(x)=0$, where $x=Ta$, $\kappa=ka$ and $s=\alpha a=\sqrt{x^2+\kappa^2}$; $T$ and $k$ are the transverse and axial wavenumbers and $a$ is the radius. It brackets the $n$th $m=+1$ root between the $n$th zeros of $J_0$ and $J_1$, and the $n$th $m=-1$ root between those of $J_1$ and $J_2$. It asserts that radial integration of the field equations, without Bessel functions, finds the same modes with $\alpha a<11$ at two values of $ka$; the ten values of $\alpha a$ agree within $1.6\times10^{-9}$. Further assertions cover interior fields, root counts, the slope at the lowest roots, ordering and both limits in $ka$. At $ka=1.047$ the lowest roots are $Ta=2.947$ for $m=+1$ and $4.579$ for $m=-1$. At 13.56 MHz and 30 mT, with a 5 cm radius, they correspond to uniform densities of $2.29\times10^{12}$ and $3.44\times10^{12}$ cm$^{-3}$. The output also sizes a parabolic density profile, electron inertia, collisions, ion current, displacement current and Landau damping; of these, the profile changes the density ratio between the two modes most.

## Numerical verification

```python
"""Helicon eigenmodes of a uniform plasma in a conducting cylinder.

Result under test: with fields exp(i(m theta + k z - omega t)), B0 along +z,
massless electrons and x = T a, kappa = k a, s = alpha a = sqrt(x^2+kappa^2),
the modes are roots of m s J_m(x) + kappa x J_m'(x) = 0.
For m=+1 there is one root between the nth zeros of J0 and J1;
for m=-1 there is one root between the nth zeros of J1 and J2.
T: transverse wavenumber; k: axial wavenumber; a: radius;
alpha = omega mu0 e density / (k B0).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, newton
from scipy.special import jn_zeros, jv, jve, jvp, wofz


def wall_function(m, x, kappa):
    s = np.hypot(x, kappa)
    return m * s * jv(m, x) + kappa * x * jvp(m, x)


def bracket(m, n):
    orders = (0, 1) if m == 1 else (1, 2)
    return tuple(jn_zeros(order, n)[-1] for order in orders)


def bisect_mode(m, n, kappa, tolerance=1e-12):
    low, high = bracket(m, n)
    f_low = wall_function(m, low, kappa)
    assert f_low * wall_function(m, high, kappa) < 0
    midpoints = []
    while high - low > tolerance:
        middle = 0.5 * (low + high)
        f_middle = wall_function(m, middle, kappa)
        midpoints.append((middle, f_middle))
        if f_low * f_middle > 0:
            low, f_low = middle, f_middle
        else:
            high = middle
    return 0.5 * (low + high), midpoints


def integrate_fields(m, s, kappa, r_end=1.0, drop=0.0):
    """Integrate Faraday + Ohm + Ampere in r/a; Br = i*b.

    The density is proportional to 1 - drop*(r/a)^2, and s is the axis
    value of alpha*a. Returns Bz, b and Btheta at r_end.
    """
    def b_theta(r, bz, b):
        return (m * bz / r - s * (1 - drop * r * r) * b) / kappa

    def derivatives(r, fields):
        bz, b = fields
        bt = b_theta(r, bz, b)
        local_alpha = s * (1 - drop * r * r)
        return [-kappa * b - local_alpha * bt,
                (-m * bt - kappa * r * bz - b) / r]

    start = 1e-3
    solution = solve_ivp(derivatives, (start, r_end),
                         [(m * s - kappa) * start, 1.0],
                         method="DOP853", rtol=1e-9, atol=1e-11)
    assert solution.success
    bz, b = solution.y[:, -1]
    return bz, b, b_theta(r_end, bz, b)


def integrated_modes(m, kappa, s_max, drop=0.0, first_only=False):
    def wall_field(s):
        return integrate_fields(m, s, kappa, drop=drop)[1]
    roots = []
    left, f_left = 0.1, wall_field(0.1)
    while left < s_max:
        right = min(left + 0.4, s_max)
        f_right = wall_field(right)
        if f_left * f_right < 0:
            roots.append(brentq(wall_field, left, right, xtol=1e-9))
            if first_only:
                break
        left, f_left = right, f_right
    return np.array(roots)


# Rough laboratory argon source parameters
radius = 0.05
field = 0.030
frequency = 13.56e6
wavelength = 0.30
temperature_ev = 3.0
pressure_mtorr = 5.0
gas_temperature = 300.0
neutral_rate = 1e-13       # m^3/s, rough electron-argon momentum transfer
coulomb_log = 10.0
profile_drop = 0.8
k = 2 * np.pi / wavelength
kappa = k * radius
omega = 2 * np.pi * frequency
e, me = const.e, const.m_e
cyclotron = e * field / me

# All modes below a cutoff, found without Bessel functions
largest_difference = 0.0
mode_count = 0
for test_kappa in (kappa, 3.0):
    for m in (1, -1):
        expected = np.array([np.hypot(bisect_mode(m, n, test_kappa)[0],
                                      test_kappa) for n in range(1, 6)])
        expected = expected[expected < 11.0]
        found = integrated_modes(m, test_kappa, 11.0)
        assert len(found) == len(expected)
        difference = np.max(np.abs(found - expected))
        assert difference < 1e-6
        largest_difference = max(largest_difference, difference)
        mode_count += len(found)

# Interior field components and slope of the logarithmic wall condition
for m in (1, -1):
    x = bisect_mode(m, 1, kappa)[0]
    s = np.hypot(x, kappa)
    r = 0.6
    bz, b, bt = integrate_fields(m, s, kappa, r_end=r)
    bessel, slope = jv(m, x * r), x * jvp(m, x * r)
    b_ratio = (m * s * bessel / r + kappa * slope) / (x * x * bessel)
    t_ratio = -(m * kappa * bessel / r + s * slope) / (x * x * bessel)
    assert abs(b / bz - b_ratio) < 1e-6
    assert abs(bt / bz - t_ratio) < 1e-6

    def logarithmic_condition(z):
        return z * jvp(1, z) / jv(1, z) + m * np.hypot(z, kappa) / kappa

    h = 1e-5
    numerical = x * (logarithmic_condition(x + h)
                     - logarithmic_condition(x - h)) / (2 * h)
    q = s / kappa
    analytic = -x**2 - (x / kappa)**2 * (1 - m / q)
    assert abs(numerical - analytic) < 1e-5 * abs(analytic)
    assert numerical < 0

# Completeness by sign counts, and interlacing over a wide range
x_grid = np.linspace(0.05, jn_zeros(2, 5)[-1], 12001)
for test_kappa in (0.05, 1.0, 20.0):
    for m in (1, -1):
        signs = np.sign(wall_function(m, x_grid, test_kappa))
        assert np.count_nonzero(signs[1:] != signs[:-1]) == 5
for test_kappa in np.geomspace(0.01, 100, 13):
    for n in range(1, 5):
        plus = bisect_mode(1, n, test_kappa)[0]
        minus = bisect_mode(-1, n, test_kappa)[0]
        assert plus < jn_zeros(1, n)[-1] < minus

# Long- and short-axial-wavelength limits
for m in (1, -1):
    small = 1e-3
    shift = (bisect_mode(m, 1, small)[0] - jn_zeros(1, 1)[0]) / small
    assert abs(shift + m) < 0.01
    limit = jn_zeros(0 if m == 1 else 2, 1)[0]
    assert abs(bisect_mode(m, 1, 1000.0)[0] - limit) < 1e-4


def collision_rate(density):
    thermal_energy = e * temperature_ev
    ion_part = (4 * np.sqrt(2 * np.pi) * density * e**4 * coulomb_log
                / (3 * (4 * np.pi * const.epsilon_0)**2 * np.sqrt(me)
                   * thermal_energy**1.5))
    pressure = pressure_mtorr * 1e-3 * const.torr
    neutral_density = pressure / (const.k * gas_temperature)
    return ion_part + neutral_density * neutral_rate


def finite_mass_frequency(m, alpha, rate, mass_factor=1.0):
    """Complex omega/omega0 with both waves and a conducting wall."""
    def wave_term(beta):
        z = radius * np.sqrt(beta**2 - k**2)
        log_slope = z * (jve(0, z) - jve(2, z)) / (2 * jve(1, z))
        return (m * beta * radius + kappa * log_slope) / z**2

    def mismatch(w):
        delta = mass_factor * (w * omega + 1j * rate) / cyclotron
        source = w * alpha * k
        root = np.sqrt(k**2 - 4 * delta * source)
        helicon = 2 * source / (k + root)
        electrostatic = (k + root) / (2 * delta)
        return (wave_term(helicon)
                - helicon / electrostatic * wave_term(electrostatic))

    return newton(mismatch, 1 - 0.01j, x1=0.97 - 0.01j,
                  tol=1e-9, maxiter=60)


print(f"Radius: {radius*100:.1f} cm; magnetic field: {field*1e3:.1f} mT")
print(f"Frequency: {frequency/1e6:.2f} MHz; "
      f"axial wavelength: {wavelength*100:.1f} cm")
print(f"Axial wavenumber k: {k/100:.5f} cm^-1; k*a: {kappa:.6f}")
print(f"Independent integration: {mode_count} modes, "
      f"largest alpha*a difference {largest_difference:.1e}")

results = {}
for m in (1, -1):
    low, high = bracket(m, 1)
    x, midpoints = bisect_mode(m, 1, kappa)
    alpha = np.hypot(x, kappa) / radius
    density = alpha * k * field / (omega * const.mu_0 * e)
    results[m] = (x, alpha, density)
    print(f"m={m:+d} bracket in T*a: {low:.6f} to {high:.6f}")
    print(f"m={m:+d} F at ends: {wall_function(m, low, kappa):+.6f}, "
          f"{wall_function(m, high, kappa):+.6f}")
    for index, (middle, value) in enumerate(midpoints[:3], 1):
        print(f"m={m:+d} midpoint {index}: T*a={middle:.6f}, F={value:+.6f}")
    print(f"m={m:+d} halvings to width 1e-12: {len(midpoints)}")
    print(f"m={m:+d} root T*a: {x:.8f}; T: {x/radius/100:.5f} cm^-1")
    print(f"m={m:+d} alpha: {alpha/100:.5f} cm^-1; "
          f"density: {density/1e6:.4e} cm^-3")

x_ratio = results[-1][0] / results[1][0]
alpha_ratio = results[-1][1] / results[1][1]
print(f"T ratio, m=-1 to m=+1: {x_ratio:.5f}")
print(f"Density ratio at equal frequency, m=-1 to m=+1: {alpha_ratio:.5f}")
print(f"m=-1 frequency at the m=+1 density: "
      f"{frequency*alpha_ratio/1e6:.3f} MHz")
for test_kappa in (0.1, 1.0, 10.0):
    roots = [bisect_mode(m, 1, test_kappa)[0] for m in (1, -1)]
    print(f"k*a={test_kappa:.1f}: T*a m=+1 {roots[0]:.6f}, "
          f"m=-1 {roots[1]:.6f}")

print(f"Profile: edge/axis density {1-profile_drop:.2f}, "
      f"mean/axis density {1-profile_drop/2:.2f}")
print(f"Electron temperature: {temperature_ev:.1f} eV; "
      f"pressure: {pressure_mtorr:.1f} mTorr")
print(f"Gas temperature: {gas_temperature:.0f} K; "
      f"Coulomb logarithm: {coulomb_log:.0f}")
print(f"Rough neutral collision coefficient: {neutral_rate*1e6:.1e} cm^3/s")
for m in (1, -1):
    x, alpha, density = results[m]
    profile_s = integrated_modes(m, kappa, 60.0, profile_drop, True)[0]
    axis_factor = profile_s / (alpha * radius)
    mean_factor = axis_factor * (1 - profile_drop / 2)
    print(f"m={m:+d} profile/uniform density: axis {axis_factor:.4f}, "
          f"mean {mean_factor:.4f}")
    rate = collision_rate(density)
    full = finite_mass_frequency(m, alpha, rate)
    inertia = omega * alpha / (k * cyclotron)
    bulk = (1 - 1j * rate / omega * inertia) / (1 + inertia)
    assert abs(full - bulk) < 0.01
    assert abs(finite_mass_frequency(m, alpha, rate, 0.01) - 1) < 3e-3
    print(f"m={m:+d} collision rate: {rate:.3e} s^-1; "
          f"rate/omega: {rate/omega:.4f}")
    print(f"m={m:+d} inertia parameter omega*alpha/(k*omega_ce): "
          f"{inertia:.5f}")
    print(f"m={m:+d} finite-mass omega/omega0: real {full.real:.5f}, "
          f"imag {full.imag:.5f}")
    displacement = const.epsilon_0 * omega * field / (e * density)
    print(f"m={m:+d} displacement/Hall current: {displacement:.2e}")

argon_mass = 39.948 * const.atomic_mass
print(f"Ion/Hall current: {e*field/(argon_mass*omega):.2e}")
thermal_speed = np.sqrt(2 * e * temperature_ev / me)
zeta = omega / (k * thermal_speed)
plasma_z = 1j * np.sqrt(np.pi) * wofz(zeta)
kinetic_ratio = -2 * zeta**2 * (1 + zeta * plasma_z)
landau_rate = -kinetic_ratio.imag
assert abs(landau_rate / (2*np.sqrt(np.pi)*zeta**3*np.exp(-zeta**2)) - 1) < 1e-6
print(f"Phase speed/electron thermal speed: {zeta:.4f}")
print(f"Effective Landau collision rate/omega: {landau_rate:.2e}")
print("every check passed")
```

It prints:

```
Radius: 5.0 cm; magnetic field: 30.0 mT
Frequency: 13.56 MHz; axial wavelength: 30.0 cm
Axial wavenumber k: 0.20944 cm^-1; k*a: 1.047198
Independent integration: 10 modes, largest alpha*a difference 1.6e-09
m=+1 bracket in T*a: 2.404826 to 3.831706
m=+1 F at ends: +0.818042, -1.616093
m=+1 midpoint 1: T*a=3.118266, F=-0.312717
m=+1 midpoint 2: T*a=2.761546, F=+0.316110
m=+1 midpoint 3: T*a=2.939906, F=+0.013062
m=+1 halvings to width 1e-12: 41
m=+1 root T*a: 2.94726517; T: 0.58945 cm^-1
m=+1 alpha: 0.62556 cm^-1; density: 2.2913e+12 cm^-3
m=-1 bracket in T*a: 3.831706 to 5.135622
m=-1 F at ends: +1.616093, -1.424606
m=-1 midpoint 1: T*a=4.483664, F=+0.241809
m=-1 midpoint 2: T*a=4.809643, F=-0.595675
m=-1 midpoint 3: T*a=4.646654, F=-0.172432
m=-1 halvings to width 1e-12: 41
m=-1 root T*a: 4.57947719; T: 0.91590 cm^-1
m=-1 alpha: 0.93954 cm^-1; density: 3.4414e+12 cm^-3
T ratio, m=-1 to m=+1: 1.55381
Density ratio at equal frequency, m=-1 to m=+1: 1.50192
m=-1 frequency at the m=+1 density: 20.366 MHz
k*a=0.1: T*a m=+1 3.730711, m=-1 3.930115
k*a=1.0: T*a m=+1 2.973187, m=-1 4.559153
k*a=10.0: T*a m=+1 2.416708, m=-1 5.111718
Profile: edge/axis density 0.20, mean/axis density 0.60
Electron temperature: 3.0 eV; pressure: 5.0 mTorr
Gas temperature: 300 K; Coulomb logarithm: 10
Rough neutral collision coefficient: 1.0e-07 cm^3/s
m=+1 profile/uniform density: axis 1.0184, mean 0.6111
m=+1 collision rate: 2.891e+07 s^-1; rate/omega: 0.3393
m=+1 inertia parameter omega*alpha/(k*omega_ce): 0.04823
m=+1 finite-mass omega/omega0: real 0.95393, imag -0.01615
m=+1 displacement/Hall current: 6.16e-05
m=-1 profile/uniform density: axis 1.6330, mean 0.9798
m=-1 collision rate: 3.534e+07 s^-1; rate/omega: 0.4148
m=-1 inertia parameter omega*alpha/(k*omega_ce): 0.07244
m=-1 finite-mass omega/omega0: real 0.93312, imag -0.02803
m=-1 displacement/Hall current: 4.10e-05
Ion/Hall current: 8.50e-04
Phase speed/electron thermal speed: 3.9600
Effective Landau collision rate/omega: 3.41e-05
every check passed
```
